# Quantum-Number Blocks in Matrix Product States of a Hubbard Chain

Before a density-matrix renormalization group calculation one must choose the bond dimension \(D\) that memory and time allow. That choice depends on whether the tensors are stored as full arrays or as blocks labelled by particle number and spin projection. For the ten-site Hubbard chain treated below, at a bond dimension near 60, blocks reduce the storage about twelvefold and the multiplications of a basic contraction about a hundredfold, at the same \(D\) and accuracy. The saving rests on a selection rule, derived here in two ways.

## Setting and statement

Take an open chain of \(L\) sites with local states \(s=0,\uparrow,\downarrow,\uparrow\downarrow\). Their charges \(q_s=(n_\uparrow,n_\downarrow)\) are \((0,0),(1,0),(0,1),(1,1)\). Fixing \(N=N_\uparrow+N_\downarrow\) and \(S_z=(N_\uparrow-N_\downarrow)/2\) is the same as fixing the pair \(Q=(N_\uparrow,N_\downarrow)\).

The fermion modes are ordered site by site, so a state is a set of amplitudes \(\psi(s_1,\dots,s_L)\). The charge operators are diagonal in this basis and additive over sites, so fermionic signs do not enter the argument. A matrix product state (MPS) writes the amplitudes as

\[
\psi(s_1,\dots,s_L)=A_1^{s_1}A_2^{s_2}\cdots A_L^{s_L},
\]

where the outer bonds have dimension one. Inserting \(GG^{-1}\) on a bond changes the tensors but not the state; this is the gauge freedom.

The statement is this. If \(\psi\) is normalized and has definite charge \(Q\), there is a gauge in which each bond state \(b\) carries a label \(q_b\), the charge of all sites to its left, and

\[
A^s_{ab}=0\quad\text{unless}\quad q_b=q_a+q_s. \tag{1}
\]

The state must have definite charge; a symmetric Hamiltonian is not enough, because degenerate eigenstates of different charge can be superposed. A small example shows the failure. The two-site state \((|0\rangle+|\uparrow\rangle)|0\rangle/\sqrt2\) has \(D=1\) and \(A_1^0=A_1^\uparrow=1/\sqrt2\). One bond state would need two labels, and a one-dimensional bond offers no rotation that could help.

## First derivation: Schmidt states

Cut the chain after site \(i\) and write \(\psi=\sum_{lr}M_{lr}|l\rangle|r\rangle\), with \(l,r\) the occupation strings of the two parts. The total charge is \(Q_L+Q_R\), so \((Q_L+Q_R)\psi=Q\psi\) gives, for each pair,

\[
(q_l+q_r-Q)\,M_{lr}=0 .
\]

Rows of charge \(q\) therefore couple only to columns of charge \(Q-q\), and \(M\) consists of separate blocks. A singular value decomposition of each block gives

\[
\psi=\sum_b\sigma_b|b\rangle|r_b\rangle,\qquad \sigma_b>0,\qquad Q_L|b\rangle=q_b|b\rangle .
\]

Vectors from different blocks have disjoint supports and are orthogonal, so this is a Schmidt decomposition of the whole state. Labelling the bond does not increase the number of states needed.

Let \(|a\rangle\) be the Schmidt states one site earlier, with values \(\sigma_a\) and right partners \(|r_a\rangle\). Projecting \(\psi\) on \(\langle r_b|\) gives

\[
|b\rangle=\frac{1}{\sigma_b}\langle r_b|\psi\rangle
=\sum_a|a\rangle\,\frac{\sigma_a}{\sigma_b}\langle r_b|r_a\rangle .
\]

Since \(|r_a\rangle\) contains site \(i\) and \(|r_b\rangle\) does not, \(\langle r_b|r_a\rangle\) is a state of site \(i\). Hence \(|b\rangle\) lies in the span of the products \(|a\rangle|s\rangle\), and

\[
|b\rangle=\sum_{a,s}|a\rangle|s\rangle A^s_{ab},\qquad A^s_{ab}=\langle a\,s|b\rangle .
\]

Let the charge operator of the first \(i\) sites act to the left and to the right in this overlap:

\[
(q_a+q_s)A^s_{ab}=\langle a\,s|Q_L|b\rangle=q_bA^s_{ab}.
\]

This is \((q_a+q_s-q_b)A^s_{ab}=0\), which is (1).

The decomposition has to be made block by block because singular values can coincide between sectors. If \(\psi\) is an eigenstate of spin reversal, that operation acts as a unitary on each part of the chain and maps the block \((n_\uparrow,n_\downarrow)\) onto \((n_\downarrow,n_\uparrow)\), up to a sign. The two blocks then have equal singular values. Rotations between the degenerate vectors give equally valid Schmidt states without definite charge, and a decomposition that ignores the labels may return those.

## Second derivation: phase rotations of a given MPS

Now start from an existing MPS whose tensors show no blocks. Assume that each bond dimension equals the Schmidt rank of its cut, and that the tensors are left-orthonormal, \(\sum_sA^{s\dagger}A^s=1\). At a given bond,

\[
\psi=\sum_b|L_b\rangle|R_b\rangle ,
\]

with orthonormal \(|L_b\rangle\). The \(|R_b\rangle\) are linearly independent, since otherwise fewer terms would suffice and the bond would exceed the Schmidt rank.

For two angles \(\theta=(\theta_\uparrow,\theta_\downarrow)\), let \(U=e^{i\theta\cdot(Q_L+Q_R)}=U_LU_R\). Definite charge means \(U\psi=e^{i\theta\cdot Q}\psi\), or

\[
\sum_{b'}U_L|L_{b'}\rangle\,U_R|R_{b'}\rangle
=e^{i\theta\cdot Q}\sum_{b'}|L_{b'}\rangle|R_{b'}\rangle .
\]

The vectors \(U_R|R_{b'}\rangle\) are also independent, so there are vectors \(\chi_b\) with \(\langle\chi_b|U_RR_{b'}\rangle=\delta_{bb'}\). Projecting on \(\chi_b\) gives

\[
U_L|L_b\rangle=e^{i\theta\cdot Q}\sum_{b'}|L_{b'}\rangle\langle\chi_b|R_{b'}\rangle .
\]

The span of the left states is therefore invariant under \(U_L\). On it, \(U_L\) acts as the unitary matrix \(V(\theta)_{b'b}=\langle L_{b'}|U_L|L_b\rangle\), and invariance gives \(V(\theta)V(\theta')=V(\theta+\theta')\). These matrices commute, so one unitary \(G\) diagonalizes them all:

\[
V(\theta)=G\,\mathrm{diag}(e^{i\theta\cdot q_b})\,G^\dagger .
\]

A turn of either angle by \(2\pi\) is the identity, so the \(q_b\) are pairs of integers.

To find what this implies for a tensor, apply \(U_L\) to \(|L_b\rangle=\sum_{as}|L_a\rangle|s\rangle A^s_{ab}\). With \(V_i\) the matrix on the bond after site \(i\), the left side becomes

\[
\sum_{b'}|L_{b'}\rangle(V_i)_{b'b}=\sum_{a',s}|L_{a'}\rangle|s\rangle\,(A^sV_i)_{a'b}.
\]

On the right side, the earlier sites contribute \(V_{i-1}\) and site \(i\) the phase \(e^{i\theta\cdot q_s}\). Comparing coefficients of \(|L_{a'}\rangle|s\rangle\),

\[
A^sV_i=e^{i\theta\cdot q_s}V_{i-1}A^s .
\]

In the rotated gauge \(\tilde A^s=G_{i-1}^\dagger A^sG_i\), this reads

\[
\tilde A^s_{ab}=e^{i\theta\cdot(q_a+q_s-q_b)}\tilde A^s_{ab}.
\]

Average over both angles from \(0\) to \(2\pi\). The left side is unchanged, and the right side vanishes unless \(q_b=q_a+q_s\). This is (1) again.

## What each derivation assumes

Both need a state of definite charge and a charge that is a sum over sites. The first starts from the amplitudes and produces the singular values, which rank the states for truncation. It uses only that the charges are additive and diagonal, not that they are integers.

The second starts from the tensors and needs no singular values, but it assumes minimal bonds. Redundant left states need not span an invariant space, so they must be removed first. In return it shows that any minimal, left-orthonormal MPS can be brought to block form by unitary bond rotations; the same argument run from the right end covers a right-orthonormal MPS, again with unitary rotations. A minimal MPS in a general gauge can first be made left-orthonormal by invertible bond transformations, which in general are not unitary.

The two agree on the block sizes. Both diagonalize \(Q_L\) on the same space, the left states that occur in \(\psi\), and \(D_q\) is the number of eigenvectors with charge \(q\). What remains free is a rotation within each sector.

## Counting storage and multiplications

Let \(D_q\) and \(D'_q\) be the sector dimensions on the left and right bonds of a site, with sums \(D\) and \(D'\). By (1) the allowed elements number

\[
S=\sum_{s,q}D_qD'_{q+q_s},
\]

against \(4DD'\) for the full array. The four \(q_s\) differ, so a given pair \((a,b)\) admits at most one \(s\). Hence \(S\le DD'\), and the stored fraction obeys

\[
f_S=\frac{S}{4DD'}\le\frac14 .
\]

For the multiplications, take one step of an expectation value, \(E'=\sum_sA^{s\dagger}EA^s\). Here \(E_{aa'}=\langle a|O|a'\rangle\) with \(O\) charge-conserving, so \(E\) is block diagonal. For blocks of dimensions \(n=D_q\) and \(m=D'_{q+q_s}\), forming \(EA^s\) costs \(n^2m\) products and multiplying by \(A^{s\dagger}\) costs \(nm^2\). Thus

\[
W=\sum_{s,q}D_qD'_{q+q_s}\,(D_q+D'_{q+q_s}),
\]

against \(4DD'(D+D')\). Replacing the bracket by its largest possible value bounds the fraction of products:

\[
f_W\le f_S\,\frac{D_{\max}+D'_{\max}}{D+D'},
\]

where \(D_{\max}\) and \(D'_{\max}\) are the largest sectors. The second factor arises because small matrices are multiplied in place of large ones.

If the proportions \(p_q=D_q/D\), \(p'_q=D'_q/D'\) and the ratio \(D'/D\) stay fixed as \(D\) grows, \(W\) still grows as \(D^3\). Labels then save a factor, not a power.

**Without truncation.** Let \(L=2k\), \(Q=(k,k)\), and let every block have full rank. At site \(k\) all left configurations occur, so \(D'_{(n,m)}=\binom kn\binom km\). Adding a site to the \(k-1\) earlier ones generates every configuration once, which means \(\sum_sD_{q-q_s}=D'_q\). Therefore

\[
S=\sum_q(D'_q)^2=\Big[\sum_n\tbinom kn^2\Big]^2=\binom{2k}{k}^2,
\qquad f_S=\frac{\binom{2k}{k}^2}{16^k},
\]

because the full array has \(4\cdot4^{k-1}\cdot4^k=16^k\) elements. With \(\binom{2k}{k}\approx4^k/\sqrt{\pi k}\), the fraction falls as \(1/(\pi k)\) for large \(k\).

For \(k=3\) the formula gives \(20^2/16^3=400/4096=0.098\). A state with random amplitudes in this sector, decomposed numerically without labels, has just 400 nonzero elements at site 3. A random rotation of its right bond makes all 4096 nonzero. Conservation permits the sparse form, but the gauge decides whether it is visible.

**With truncation.** Approximate \(p_q\) and \(p'_q\) by Gaussians with means \(m,m'\) and covariance matrices \(C,C'\), and the sum over \(q\) by an integral. Then \(\sum_qp_qp'_{q+q_s}\) is the probability density that two independent charges, drawn from the right and left bonds, differ by \(q_s\). Their difference has mean \(m'-m\) and covariance \(C+C'\), so

\[
f_S\approx\frac14\sum_s
\frac{\exp[-\tfrac12\delta_s^{T}(C+C')^{-1}\delta_s]}{2\pi\sqrt{\det(C+C')}},
\qquad \delta_s=m+q_s-m'.
\]

In this estimate \(D\) enters only through the means and widths of the charge distributions. It makes two approximations, the Gaussian shape and the integral in place of the sum. In the example below, where the standard deviation of \(n_\uparrow\) on the two bonds is 0.7 to 1.0, summing the same Gaussians over the integer charges changes the estimate by less than half a per cent, so its error comes from the assumed shape.

## The ten-site Hubbard chain

The Hamiltonian is

\[
H=-t\sum_{i=1}^{L-1}\sum_\sigma\big(c^\dagger_{i\sigma}c_{i+1,\sigma}+\text{h.c.}\big)
+U\sum_i n_{i\uparrow}n_{i\downarrow},
\]

with \(L=10\), \(U/t=4\) and \(N_\uparrow=N_\downarrow=5\). The sector has \(\binom{10}{5}^2=63504\) of the \(4^{10}=1048576\) configurations. Sparse diagonalization gives the lowest energy \(-5.3806\,t\). At the middle cut, the largest Schmidt value is 0.6531 in sector \((3,2)\) and the same in \((2,3)\), the degeneracy expected from spin reversal.

The state is compressed from left to right. At each site the matrix with rows \((a,s)\) and the remaining sites as columns is decomposed block by block, and singular values at or below a cutoff are dropped. This preserves the charge, since each block is truncated separately.

The error is also under control. Let \(r_i\) be the part removed at step \(i\). Later states are built from the left states kept at step \(i\), to which \(r_i\) is orthogonal. The removed parts are thus mutually orthogonal, and

\[
\|\psi-\tilde\psi\|^2=\sum_i\|r_i\|^2=\sum_{\text{dropped}}\sigma^2 .
\]

At cutoff \(10^{-4}\) this sum is \(2.7\times10^{-7}\). Site 5 has \(D=63\) and \(D'=54\), so in this sweep the bond left of the centre is larger than the central one. The full array has

\[
4\times63\times54=13608
\]

elements and the blocks have 1112, a saving of \(13608/1112=12.2\). A full contraction step takes \(13608\times(63+54)=1592136\) products and the block version 14900, a saving of 107.

This number splits into two factors. The average of \(D_q+D'_{q+q_s}\) over stored elements is \(W/S=14900/1112=13.4\), while the full contraction has \(D+D'=117\), which is 8.73 times larger; and with the storage saving \(13608/1112=12.24\), \(12.24\times8.73\approx107\). Summed over all ten sites, the savings are 12.0 in storage and 105 in products.

The results at site 5 for three cutoffs are as follows. The energy error is the energy expectation value of the normalized compressed state minus the sparse-diagonalization energy.

| Cutoff | \(D,D'\) | Storage saving | Product saving | Energy error \((t)\) |
|---|---|---|---|---|
| \(10^{-3}\) | 24, 32 | 10.1 | 72 | \(7.7\times10^{-5}\) |
| \(10^{-4}\) | 63, 54 | 12.2 | 107 | \(2.0\times10^{-6}\) |
| \(10^{-5}\) | 96, 96 | 13.6 | 133 | \(1.9\times10^{-8}\) |

From the first row to the last, the full product count grows by a factor of 41 and the savings by less than two. The proportions are not quite fixed: the number of sectors on the two bonds rises from 9 and 14 to 23 and 16. The Gaussian estimates of \(f_S\) are 0.107, 0.086 and 0.078, against counted values of 0.099, 0.082 and 0.074, and so are 6 to 8 per cent too high.

Both labels matter. At cutoff \(10^{-4}\), sorting the same bond states by \(N\) alone saves a factor of 4.2 in storage and 14 in products; sorting by \(S_z\) alone saves 5.7 and 27. The eight largest sectors on the central bond suggest why \(S_z\) does better here. They are \((2,3)\) and \((3,2)\) with 8 states each, \((2,2)\) and \((3,3)\) with 7 each, and \((1,3),(2,4),(3,1),(4,2)\) with 3 each. These 42 of the 54 states have three values of \(N\) but five of \(S_z\), so \(S_z\) divides them more finely.

These factors count stored numbers and scalar products for one kind of contraction. They are not run times: handling many small blocks has its own cost, and a full optimization contains other operations. If a term in \(H\) flips spins, so that its eigenstates no longer have definite \(S_z\), the \(S_z\) label is lost. Another spin component may still be conserved: a uniform field along \(x\) conserves \(S_x\), which supplies the label once the local basis is rotated to that axis. If no spin component is conserved, the counting must be repeated without this label, for example with \(N\) alone.
